# Electron mass shift in the spinless Pauli-Fierz model, with and without recoil: test program

```python
"""Mass shift of a spinless charge in the Pauli-Fierz model.

H = (p - e A)^2 / 2m + H_field, photon energies hbar c k <= Lambda.
Results under test, with 1/m_eff = d^2 E/dP^2 at P = 0:
  dipole approximation: delta_m = 4 alpha Lambda / (3 pi c^2)
                        (to all orders in alpha within that model)
  recoil kept:          delta_m = (8 alpha/3 pi) m ln(1 + Lambda/(2 m c^2))
                        (first order in alpha)
P is the conserved momentum, alpha the fine-structure constant.
The continuum tests use SI; the few-mode tests use hbar = c = m = 1.
"""
from itertools import product
import numpy as np
from scipy import constants as sc

hbar, c, e, eps0 = sc.hbar, sc.c, sc.e, sc.epsilon_0
m, alpha = sc.m_e, sc.fine_structure
rest_energy = m * c**2
keV = 1e3 * sc.e


def dipole_formula(cutoff):
    return 4 * alpha * cutoff / (3 * np.pi * c**2)


def recoil_formula(cutoff):
    return 8 * alpha / (3 * np.pi) * m * np.log1p(cutoff / (2 * rest_energy))


def photon_grid(cutoff):
    """Quadrature nodes, weights d^3k/(2 pi)^3, and polarization vectors."""
    x, wx = np.polynomial.legendre.leggauss(80)
    u, wu = np.polynomial.legendre.leggauss(16)
    k_max = cutoff / (hbar * c)
    phi = 2 * np.pi * np.arange(16) / 16
    k, cos_t, ph = np.meshgrid(k_max * (x + 1) / 2, u, phi, indexing="ij")
    weight = (wx * k_max / 2)[:, None, None] * wu[None, :, None]
    weight = weight * (2 * np.pi / 16) * k**2 / (2 * np.pi)**3
    sin_t = np.sqrt(1 - cos_t**2)
    k_hat = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
    pol1 = np.array([cos_t * np.cos(ph), cos_t * np.sin(ph), -sin_t])
    pol2 = np.array([-np.sin(ph), np.cos(ph), 0 * ph])
    return k, weight, k_hat, (pol1, pol2)


def second_order_energy(P, cutoff, recoil):
    """Second-order energy from the one-photon states, full denominator."""
    k, weight, k_hat, pols = photon_grid(cutoff)
    gap = hbar * c * k
    if recoil:
        k_dot_P = k * np.tensordot(P, k_hat, axes=1)
        gap = gap + (hbar * k)**2 / (2 * m) - hbar * k_dot_P / m
    amplitude2 = sum(np.tensordot(P, pol, axes=1)**2 for pol in pols)
    amplitude2 = amplitude2 * (e / m)**2 * hbar / (2 * eps0 * c * k)
    return -np.sum(weight * amplitude2 / gap)


def mass_shift_quadrature(cutoff, recoil):
    """delta_m = -m^2 d^2(Delta E)/dP^2; Delta E vanishes at P = 0."""
    step = 1e-3 * m * c
    P = step * np.array([1.0, 2.0, 2.0]) / 3
    total = (second_order_energy(P, cutoff, recoil)
             + second_order_energy(-P, cutoff, recoil))
    return -m**2 * total / step**2


def a_squared_energy(cutoff):
    """Vacuum mean of e^2 A^2 / 2m by quadrature."""
    k, weight, _, pols = photon_grid(cutoff)
    norm2 = sum(np.sum(pol**2, axis=0) for pol in pols)
    return e**2 / (2 * m) * np.sum(weight * norm2 * hbar / (2 * eps0 * c * k))


def fock_energy(Pz, charge, wavevectors, pols, max_photons, recoil):
    """Lowest energy for a few discrete modes, hbar = c = m = 1."""
    n_modes = len(wavevectors)
    states = [s for s in product(range(max_photons + 1), repeat=n_modes)
              if sum(s) <= max_photons]
    index = {s: i for i, s in enumerate(states)}
    dim = len(states)
    omega = np.linalg.norm(wavevectors, axis=1)
    occupation = np.array(states, dtype=float)
    A = np.zeros((3, dim, dim))
    for j in range(n_modes):
        lower = np.zeros((dim, dim))
        for s, i in index.items():
            if s[j] > 0:
                target = s[:j] + (s[j] - 1,) + s[j + 1:]
                lower[index[target], i] = np.sqrt(s[j])
        field = (lower + lower.T) / np.sqrt(2 * omega[j])
        A += pols[j][:, None, None] * field
    H = np.diag(occupation @ omega)
    for axis in range(3):
        kinetic = (Pz if axis == 2 else 0.0) * np.eye(dim)
        if recoil:
            kinetic = kinetic - np.diag(occupation @ wavevectors[:, axis])
        kinetic = kinetic - charge * A[axis]
        H = H + kinetic @ kinetic / 2
    return np.linalg.eigvalsh(H)[0]


def curvature(step, *args):
    return (fock_energy(step, *args) - 2 * fock_energy(0.0, *args)
            + fock_energy(-step, *args)) / step**2


# Continuum model: quadrature against the closed formulas.
ratios = [0.01, 0.1, 1.0, 10.0, 100.0]
table = []
for ratio in ratios:
    cutoff = ratio * rest_energy
    dip_num = mass_shift_quadrature(cutoff, False)
    rec_num = mass_shift_quadrature(cutoff, True)
    assert abs(dip_num / dipole_formula(cutoff) - 1) < 1e-6
    assert abs(rec_num / recoil_formula(cutoff) - 1) < 1e-5
    a2_formula = alpha * cutoff**2 / (2 * np.pi * rest_energy)
    assert abs(a_squared_energy(cutoff) / a2_formula - 1) < 1e-6
    table.append((ratio, dip_num / m, rec_num / m))

# Small cutoff: recoil/dipole = 1 - Lambda/(4 m c^2) + ...
slope = (1 - table[0][2] / table[0][1]) / ratios[0]
assert abs(slope - 0.25) < 0.002   # next term of the series is 0.0008

# Dipole model at strong coupling: mass 1 + S, S = sum e^2 / omega^2.
k_dip = np.array([[1.0, 0, 0], [2.0, 0, 0]])
pol_dip = np.array([[0, 0, 1.0], [0, 0, 1.0]])
charge_strong = 0.8
S = charge_strong**2 * np.sum(1 / np.linalg.norm(k_dip, axis=1)**2)
mass_fock = 1 / curvature(0.1, charge_strong, k_dip, pol_dip, 24, False)
assert abs(mass_fock - (1 + S)) < 1e-5
mass_second_order = 1 / (1 - S)    # inverse mass cut off at order e^2
assert abs(mass_fock - mass_second_order) > 0.1

# Recoil model at weak coupling: order e^2 of the inverse mass.
k_rec = np.array([[1.2, 0, 0.9], [-1.2, 0, -0.9], [2.0, 0, 0], [-2.0, 0, 0]])
pol_rec = np.array([[-0.6, 0, 0.8], [-0.6, 0, 0.8], [0, 0, 1.0], [0, 0, 1.0]])
omega_rec = np.linalg.norm(k_rec, axis=1)
strength = pol_rec[:, 2]**2 / omega_rec
with_recoil = np.sum(strength / (omega_rec + omega_rec**2 / 2))
without_recoil = np.sum(strength / omega_rec)
charge_weak = 0.01
args = (charge_weak, k_rec, pol_rec, 3, True)
fock_coefficient = (1 - curvature(0.01, *args)) / charge_weak**2
assert abs(fock_coefficient / with_recoil - 1) < 1e-3
assert abs(fock_coefficient / without_recoil - 1) > 0.1
# At P = 0 the order-e^2 energy is the vacuum mean of e^2 A^2 / 2.
constant = fock_energy(0.0, *args) / charge_weak**2
constant_expected = np.sum(1 / (2 * omega_rec)) / 2
assert abs(constant / constant_expected - 1) < 1e-3

main = rest_energy
dip, rec = dipole_formula(main), recoil_formula(main)
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"electron rest energy m c^2 = {rest_energy / keV:.3f} keV")
print(f"4 alpha/(3 pi) = {4 * alpha / (3 * np.pi):.6e}")
print(f"8 alpha/(3 pi) = {8 * alpha / (3 * np.pi):.6e}")
print("Main case Lambda = m c^2:")
print(f"  ln(1 + Lambda/(2 m c^2)) = {np.log1p(main / (2 * rest_energy)):.6f}")
print(f"  dipole delta_m/m = {dip / m:.6e}")
print(f"  recoil delta_m/m = {rec / m:.6e}")
print(f"  dipole delta_m c^2 = {dip * c**2 / keV:.4f} keV")
print(f"  recoil delta_m c^2 = {rec * c**2 / keV:.4f} keV")
print(f"  dipole delta_m = {dip:.4e} kg")
print(f"  recoil delta_m = {rec:.4e} kg")
print(f"  recoil/dipole = {rec / dip:.4f}")
print(f"  A^2 energy constant = {a_squared_energy(main) / keV:.4f} keV")
print("Lambda/mc^2 | dipole dm/m, recoil dm/m (quadrature) | "
      "recoil dm/m (formula) | recoil/dipole")
for ratio, d, r in table:
    f = recoil_formula(ratio * rest_energy) / m
    print(f"  {ratio:6.2f} | {d:.5e}, {r:.5e} | {f:.5e} | {r / d:.4f}")
print(f"(1 - recoil/dipole)/(Lambda/mc^2) at 0.01 = {slope:.4f}")
print(f"dipole delta_m = m at Lambda/mc^2 = {3 * np.pi / (4 * alpha):.1f}")
print("Two-mode dipole model, strong coupling (hbar = c = m = 1):")
print(f"  charge = {charge_strong}, mode frequencies = 1 and 2")
print(f"  predicted mass 1 + S = {1 + S:.6f}")
print(f"  mass from diagonalization = {mass_fock:.6f}")
print("Four-mode recoil model, (1 - 1/m_eff)/e^2 (hbar = c = m = 1):")
print(f"  charge = {charge_weak}")
print(f"  diagonalization = {fock_coefficient:.5f}")
print(f"  sum with recoil denominator = {with_recoil:.5f}")
print(f"  sum with dipole denominator = {without_recoil:.5f}")
print(f"  E(0)/e^2: diagonalization = {constant:.5f}, "
      f"A^2 mean = {constant_expected:.5f}")
print("tests ok")
```

Running it gives:

```
fine-structure constant alpha = 0.00729735
electron rest energy m c^2 = 510.999 keV
4 alpha/(3 pi) = 3.097093e-03
8 alpha/(3 pi) = 6.194185e-03
Main case Lambda = m c^2:
  ln(1 + Lambda/(2 m c^2)) = 0.405465
  dipole delta_m/m = 3.097093e-03
  recoil delta_m/m = 2.511526e-03
  dipole delta_m c^2 = 1.5826 keV
  recoil delta_m c^2 = 1.2834 keV
  dipole delta_m = 2.8213e-33 kg
  recoil delta_m = 2.2878e-33 kg
  recoil/dipole = 0.8109
  A^2 energy constant = 0.5935 keV
Lambda/mc^2 | dipole dm/m, recoil dm/m (quadrature) | recoil dm/m (formula) | recoil/dipole
    0.01 | 3.09709e-05, 3.08938e-05 | 3.08938e-05 | 0.9975
    0.10 | 3.09709e-04, 3.02215e-04 | 3.02215e-04 | 0.9758
    1.00 | 3.09709e-03, 2.51153e-03 | 2.51153e-03 | 0.8109
   10.00 | 3.09709e-02, 1.10985e-02 | 1.10985e-02 | 0.3584
  100.00 | 3.09709e-01, 2.43545e-02 | 2.43545e-02 | 0.0786
(1 - recoil/dipole)/(Lambda/mc^2) at 0.01 = 0.2491
dipole delta_m = m at Lambda/mc^2 = 322.9
Two-mode dipole model, strong coupling (hbar = c = m = 1):
  charge = 0.8, mode frequencies = 1 and 2
  predicted mass 1 + S = 1.800000
  mass from diagonalization = 1.800000
Four-mode recoil model, (1 - 1/m_eff)/e^2 (hbar = c = m = 1):
  charge = 0.01
  diagonalization = 0.57505
  sum with recoil denominator = 0.57508
  sum with dipole denominator = 1.06889
  E(0)/e^2: diagonalization = 0.58332, A^2 mean = 0.58333
tests ok
```
